How much of a grid's nominal plane-wave cutoff is usable?

A real-space grid with a spacing of 0.2 Å can be assigned a plane-wave cutoff of about 940 eV. Anyone who takes that number as a measure of accuracy, and differentiates on the grid with the three-point formula, will be badly misled: for a wave at the cutoff travelling along a grid axis, the worst direction, that formula misses 59.5 % of the kinetic energy. The cutoff says which waves the grid can tell apart. How well their kinetic energy is computed is a separate question, and the answer depends on the finite-difference stencil.

Hartree atomic units are used, so a plane wave of wavevector k has kinetic energy k²/2. Spacings are also given in ångströms and the main energies in electronvolts. The grid is uniform and cubic, with spacing h. A wave is called usable if the stencil gives its kinetic energy with a relative error of at most ε. Without a stated ε, the usable fraction has no definite value; the main choice here is ε = 1 %.

**The estimate on one page**

On the points x = nh, with n an integer, the waves exp(ikx) and exp(i(k − 2π/h)x) differ by the factor exp(2πin) = 1. They are the same grid function. Every wave therefore has a representative with |k| ≤ π/h, and the shortest wave has two points per wavelength. Its kinetic energy is the nominal cutoff:

E_c = (1/2)(π/h)² = π²/(2h²)

For h = 0.2 Å = 0.37795 bohr,

E_c = 9.8696/(2 × 0.14285) = 34.55 hartree = 940 eV

Now let θ = kh be the phase advance per grid step. The three-point formula for −d²/dx², applied to exp(ikx), replaces k² by

(2 − 2 cos θ)/h² = k²(1 − θ²/12 + θ⁴/360 − …)

by the Taylor series of the cosine. The leading relative error is θ²/12.

A fourth-order formula follows by combining this one with its copy at spacing 2h, for which θ becomes 2θ:

k²(1 − 4θ²/12 + 16θ⁴/360 − …)

Four thirds of the first minus one third of the second removes the θ² term, since (4 − 4)/3 = 0. The θ⁴ term is (4 − 16)/(3 × 360) = −1/90, so the relative error is θ⁴/90. For twelfth order the corresponding error is θ¹²/84084, a coefficient derived below.

The energy of a wave, as a fraction of the cutoff, is f = (k²/2)/E_c = (θ/π)². Setting each leading error equal to 0.01 gives

order 2: θ² = 0.12, f = 0.12/π² = 1.2 %
order 4: θ² = √0.90 = 0.949, f = 9.6 %
order 12: θ² = (840.84)^(1/6) = 3.07, f = 31 %

The last line needs care. It has θ ≈ 1.75, which is not small, so the leading term of a Taylor series cannot be trusted there without a further argument.

**What a stencil does to a plane wave**

A central stencil with 2m + 1 points approximates the second derivative at point n by

(1/h²)[c₀ψ_n + Σ_j c_j(ψ_(n+j) + ψ_(n−j))], j = 1, …, m

For ψ_n = exp(inθ), the two neighbours at distance j add up to 2 cos(jθ) ψ_n. The wave is thus an eigenfunction, and −d²/dx² is represented by P_m(θ)/h², where

P_m(θ) = −[c₀ + 2 Σ_j c_j cos(jθ)]

The correct value would be θ²/h². Let s = sin²(θ/2), so that cos θ = 1 − 2s. Since cos(jθ) is a polynomial of degree j in cos θ, P_m is a polynomial of degree at most m in s. Conversely, any such polynomial can be written with cosines up to cos(mθ), and so defines a stencil.

The stencil has order 2m if P_m = θ² + O(θ^(2m+2)), which makes the relative error of order θ^(2m). There can be at most one such stencil. The difference of two would be a polynomial in s of degree at most m. If its lowest nonzero power were s^j, it would behave as (θ²/4)^j at small θ, with j ≤ m, and this is not O(θ^(2m+2)). The difference must vanish.

**Constructing the stencil of order 2m**

Write P_m = Σ_j a_j s^j, with j from 1 to m, and look for coefficients that make the second derivative of P_m as close to 2 as possible, because (θ²)″ = 2. Primes denote derivatives with respect to θ. From s = sin²(θ/2),

s′ = sin(θ/2) cos(θ/2), (s′)² = s(1 − s), s″ = (1/2) cos θ = (1 − 2s)/2

The chain rule then gives

(s^j)″ = j(j − 1)s^(j−2)(s′)² + j s^(j−1)s″
= j(j − 1)(s^(j−1) − s^j) + (j/2)s^(j−1) − j s^j
= [j(2j − 1)/2] s^(j−1) − j² s^j

In P_m″ the constant term comes from j = 1 and equals a₁/2. Setting it to 2 gives a₁ = 4. The power s^j, for 1 ≤ j ≤ m − 1, receives a contribution from a_(j+1) and one from a_j. They cancel if

a_(j+1)(j + 1)(2j + 1)/2 = j² a_j

The solution that starts from a₁ = 4 is

a_j = 2·4^j [(j − 1)!]²/(2j)!

since it gives a₁ = 8/2 = 4 and the ratio a_(j+1)/a_j = 4j²/[(2j + 2)(2j + 1)], as required. One term has no partner, the one in s^m:

P_m″ = 2 − g_m s^m, g_m = m² a_m = 2·4^m (m!)²/(2m)!

Define the deficit D_m = θ² − P_m. It obeys

D_m″ = g_m sin^(2m)(θ/2), D_m(0) = 0, D_m′(0) = 0

The initial values hold because s and s′ vanish at θ = 0. The right-hand side starts as θ^(2m), so D_m starts as θ^(2m+2), and P_m belongs to the unique stencil of order 2m.

**The relative error over the whole range**

Integrating twice from zero gives D_m(θ) = ∫ (θ − v) D_m″(v) dv, with v from 0 to θ. Substituting v = uθ brings out a factor θ². The relative error R_m = D_m/θ² is therefore

R_m(θ) = g_m ∫₀¹ (1 − u) sin^(2m)(uθ/2) du

No small-θ approximation has been made. Two properties can be read off for 0 < θ ≤ π.

First, R_m is positive: these stencils underestimate the kinetic energy of every wave with k ≠ 0. This follows because g_m and the integrand are both positive.

Secondly, R_m rises with θ, because uθ/2 does not exceed π/2 and the sine rises there. A tolerance smaller than R_m(π) thus picks out a single threshold θ_ε, and all longer waves are usable. The usable fraction of the cutoff is

f = (θ_ε/π)²

It does not contain h. Refining the grid raises the usable energy in proportion to 1/h², but leaves the fraction unchanged.

The hand estimate follows from sin x ≤ x for x ≥ 0:

R_m(θ) ≤ g_m (θ/2)^(2m) ∫₀¹ (1 − u)u^(2m) du = g_m θ^(2m)/[4^m(2m + 1)(2m + 2)]

The integral is 1/(2m + 1) − 1/(2m + 2), which is 1/[(2m + 1)(2m + 2)]. Inserting g_m gives

R_m(θ) ≤ C_m θ^(2m), C_m = 2(m!)²/(2m + 2)!

For m = 1, 2 and 6 this is 1/12, 1/90 and 1/84084. At small θ the sine equals its argument to leading order, so C_m θ^(2m) is also the leading error. The hand estimate

f ≈ (ε/C_m)^(1/m)/π²

is thus a lower bound on the usable fraction, even where θ is not small, as long as the estimated θ stays below π.

**Comparison at 0.2 Å**

Solving R_m(θ) = 0.01 numerically gives the following thresholds, with the hand estimates beside them.

order 2: θ = 0.347, f = 1.2 % (by hand 1.2 %), usable to 11.5 eV
order 4: θ = 0.996, f = 10.0 % (by hand 9.6 %), usable to 94 eV
order 12: θ = 1.984, f = 39.9 % (by hand 31.1 %), usable to 375 eV

For order 12 the arithmetic is (1.984/3.1416)² = 0.399 and 0.399 × 940 eV = 375 eV. The hand estimate is good for the two lower orders and about a fifth too low for the twelfth, on the safe side as the bound requires.

The number of points per wavelength, 2π/θ, says the same thing in terms of length. At 1 % tolerance a wave needs 18.1 points with the second-order stencil, 6.3 with the fourth-order one and 3.2 with the twelfth-order one. The nominal cutoff allows 2.

A stricter tolerance lowers the fractions unequally. The hand estimate scales as ε^(1/m), so going from 1 % to 0.1 % should divide f by 10 at order 2, by √10 ≈ 3.2 at order 4 and by 10^(1/6) ≈ 1.5 at order 12. The computed fractions at 0.1 % are 0.12 %, 3.1 % and 24.7 %, which are smaller by factors of about 10, 3.3 and 1.6.

To reach the usable energy of the twelfth-order stencil, the second-order one must have the same k at its own, smaller θ. Its spacing has to be

0.2 Å × 0.3471/1.9842 = 0.035 Å

In three dimensions this takes (0.2/0.035)³ ≈ 187 times as many points. Against this, the twelfth-order Laplacian couples each point to 12 neighbours along each axis, so it has 37 entries per point where the second-order one has 7.

**The edge of the range and the limit of high order**

At the cutoff itself the errors are 59.5 %, 46.0 % and 28.3 % for orders 2, 4 and 12. The first is easily checked: at θ = π the three-point formula gives 2 − 2 cos π = 4 in place of π² = 9.87.

The slow improvement at the edge can be derived. For large m, Stirling's formula gives g_m ≈ 2√(πm). At θ = π the integrand is concentrated near u = 1. With w = 1 − u, sin^(2m)(uπ/2) = cos^(2m)(πw/2) ≈ exp(−mπ²w²/4), and ∫ w exp(−mπ²w²/4) dw from zero to infinity is 2/(mπ²). Hence

R_m(π) ≈ 4/(π^(3/2) √m)

which is 29 % for m = 6, close to the computed value. For any fixed θ < π, by contrast, the sine in the integral is at most sin(θ/2), so R_m ≤ (g_m/2) sin^(2m)(θ/2). This tends to zero, because a power of a number below one beats the factor √m. At fixed tolerance the usable fraction therefore tends to 1 as the order grows, while the last waves below the cutoff are the slowest to improve.

**Three dimensions**

The condition |k_i| ≤ π/h on each component defines a cube of wavevectors. The nominal cutoff belongs to the largest sphere inside it; the corners of the cube reach 3E_c. The kinetic energy is a sum over axes, so the relative error of a wave is

Σ_i k_i² R_m(|k_i|h)/k², i = x, y, z

This is an average of R_m with weights k_i²/k² that add up to 1. Each |k_i| is at most |k| and R_m rises, so within the sphere the average cannot exceed R_m(|k|h). An axis is the worst direction, and the thresholds found above are safe for every direction. At the 1 % threshold, a wave of the same |k| along the cube diagonal has an error of 0.33 % at order 2 and 0.12 % at order 4.

**From one wave to a bound state**

A bound state contains many waves. Treat the difference between the stencil and the true kinetic energy as a perturbation. To first order, the energy changes by its mean value in the unperturbed state. In one dimension, with momentum distribution |φ(k)|² normalized to 1,

ΔE ≈ −(1/2) ∫ |φ(k)|² k² R_m(|k|h) dk

This assumes that the state has negligible weight beyond π/h and that sampling the potential adds no appreciable error.

Take a harmonic oscillator with ω = 1 hartree on the same grid. Its ground state has |φ(k)|² = exp(−k²/ω)/√(πω), so ⟨k²⟩ = ω/2 and the mean kinetic energy is ω/4 = 0.25 hartree. At the edge k = π/h = 8.31 bohr⁻¹ the exponential is about e⁻⁶⁹, so the first assumption is safe. Diagonalizing the grid Hamiltonian gives these ground-state errors, with the momentum average in brackets:

order 2: −4.505 × 10⁻³ hartree (−4.411 × 10⁻³)
order 4: −2.04 × 10⁻⁴ hartree (−2.03 × 10⁻⁴)
order 12: −3.59 × 10⁻⁸ hartree (−3.59 × 10⁻⁸)

The errors are negative because the kinetic energy is underestimated. A grid energy of this kind is not an upper bound to the true one. At order 2 the diagonalized value lies below the average, as the variational principle for the grid Hamiltonian requires: ω/2 plus the average is that Hamiltonian's mean energy in the undistorted state, and its own ground state can only lie lower.

The second-order error is 1.8 % of the mean kinetic energy, although a wave with the root-mean-square wavevector, k = √0.5 = 0.71 bohr⁻¹, has θ = 0.27 and lies within the 1 % threshold. The reason is the weighting. With R₁ ≈ k²h²/12, the error relative to the kinetic energy is h²⟨k⁴⟩/(12⟨k²⟩). For this Gaussian ⟨k⁴⟩ = 3ω²/4, which makes it 0.14285 × 1.5/12 = 1.8 %. Fast components count for more than their share. The usable fraction is thus a guide to choosing h and the stencil. The error of a particular state can be estimated from its own momentum distribution only while the state is smooth on the scale of the grid: for the same oscillator and grid with ω = 6 hartree the momentum average is 14 % too small at order 2 and 21 % too small at order 12, and with ω = 12 hartree it is too small by factors of about 2 to 5. For such states the error has to be found by refining the grid.

The fractions found here belong to the stencils of highest order for their width. Weights of the same width can instead be fitted to keep the relative error within ±ε over the widest range. A 13-point stencil fitted this way reaches about 84 % of the cutoff at ε = 1 %, at the price of errors of either sign up to 1 % even for long waves. The estimate also covers the kinetic energy alone. A potential that varies sharply between grid points brings sampling errors that no higher-order stencil removes, and these can have either sign. For the well −a² sech²(ax) with a = 2 bohr⁻¹, whose ground state lies at −2 hartree, the order-12 error on this grid is −4.8 × 10⁻³ hartree with the well centred on a grid point and +3.5 × 10⁻³ hartree with it centred midway between two; at order 40 the errors are still −4.2 × 10⁻³ and +3.8 × 10⁻³ hartree. Products of orbitals contain sums of wavevectors, up to twice the largest one present, and these can pass π/h and be aliased even when each orbital is well represented. The numerical check covers the cutoff, the error formula, the thresholds, the three-dimensional bound and the oscillator energies at ω = 1 hartree.

Computed results

```
grid spacing h = 0.200 angstrom
grid spacing h = 0.37795 bohr
largest wavevector pi/h = 8.3123 1/bohr
nominal cutoff = 34.547 hartree
nominal cutoff = 940.1 eV
order 2: 1/C_m = 12
  deficit at cutoff = 59.5 %
  tol 1.0 %: kh = 0.3471 rad, fraction = 1.22 %
    hand estimate = 1.22 %, usable = 11.5 eV
  tol 0.1 %: kh = 0.1096 rad, fraction = 0.12 %
    hand estimate = 0.12 %, usable = 1.1 eV
  points per wavelength (tol 1 %) = 18.10
  error on cube diagonal, same |k| (tol 1 %) = 0.3342 %
order 4: 1/C_m = 90
  deficit at cutoff = 46.0 %
  tol 1.0 %: kh = 0.9958 rad, fraction = 10.05 %
    hand estimate = 9.61 %, usable = 94.4 eV
  tol 0.1 %: kh = 0.5515 rad, fraction = 3.08 %
    hand estimate = 3.04 %, usable = 29.0 eV
  points per wavelength (tol 1 %) = 6.31
  error on cube diagonal, same |k| (tol 1 %) = 0.1178 %
order 12: 1/C_m = 84084
  deficit at cutoff = 28.3 %
  tol 1.0 %: kh = 1.9842 rad, fraction = 39.89 %
    hand estimate = 31.13 %, usable = 375.0 eV
  tol 0.1 %: kh = 1.5627 rad, fraction = 24.74 %
    hand estimate = 21.21 %, usable = 232.6 eV
  points per wavelength (tol 1 %) = 3.17
  error on cube diagonal, same |k| (tol 1 %) = 0.0037 %
order-2 spacing matching order 12 = 0.0350 angstrom
  points ratio in 3D = 187
oscillator omega = 1.0 hartree, mean kinetic energy = 0.25 hartree
  order 2: energy error = -4.505e-03 hartree
    momentum average = -4.411e-03 hartree
  order 4: energy error = -2.039e-04 hartree
    momentum average = -2.033e-04 hartree
  order 12: energy error = -3.591e-08 hartree
    momentum average = -3.591e-08 hartree
```
